# The EDIIS energy: Hartree–Fock exactness, minimization, and Kohn–Sham error, part 3

Stored density matrices $D_i$ have Fock matrices $F_i$ and energies $E_i$. The Hartree–Fock functional is

$$E(D)=\operatorname{Tr}hD+\tfrac12\operatorname{Tr}G(D)D+V_{nn},\qquad F(D)=h+G(D),$$

with core Hamiltonian $h$, nuclear repulsion $V_{nn}$ and a linear map $G(X)=J(X)-\tfrac12K(X)$ of Coulomb and exchange parts; $J(X)_{\mu\nu}=\sum X_{\lambda\sigma}(\mu\nu|\lambda\sigma)$, with two-electron integrals $(\mu\nu|\lambda\sigma)$. For $\sum_ic_i=1$ and $\tilde D=\sum_ic_iD_i$, $\tilde F=\sum_ic_iF_i=F(\tilde D)$ and

$$E\Big(\sum_ic_iD_i\Big)=\sum_ic_iE_i-\tfrac14\sum_{i,j}c_ic_j\operatorname{Tr}\big[(F_i-F_j)(D_i-D_j)\big].$$

The right-hand side is $E^{\rm EDIIS}$, its last term the pair term, and the trace is $T_{ij}$. The identity is exact for any function at most quadratic in $D$, used with its gradient.

EDIIS minimizes this over $c_i\ge0$, then adds $D_{\rm new}$, the aufbau density of $\tilde F$ (lowest $N/2$ orbitals doubly occupied, $N$ electrons). The slope $\operatorname{Tr}\tilde F(D_{\rm new}-\tilde D)$ is never positive; where it is negative, the next minimum is strictly lower. This is the descent property.

For two densities, $c=(1-\lambda,\lambda)$, $\Delta=D_2-D_1$ and

$$E(\lambda)=(1-\lambda)E_1+\lambda E_2-\tfrac12\lambda(1-\lambda)T_{12}.$$

The example is water in RHF/6-31G, with energies in hartree ($E_h$). $D_1$ is the core guess (aufbau density of $h$), and $D_2$, $D_3$ are the plain Roothaan iterates from $F_1$, $F_2$. Here $E_1=-69.620157$, $E_2=-70.827563$, $E_3=-73.648633\ E_h$; the two-density minimum, at $\lambda^*=0.570557$, is $-72.405519\ E_h$, and the converged RHF energy is $-75.983940\,E_h$.

In the program output, "definition" is $E(\tilde D)$ from explicit integral sums. "Swap" compares two UHF determinants differing by the replacement of the highest occupied orbital by the lowest empty one, with $J$ and $K$ their Coulomb and exchange integrals. The "rounded determinant" comes from the mixture $c=(0.5,\,0.3,\,0.2)$ by shifting occupations between pairs of orbitals, never raising the energy, until all are 0 or 1 per spin.

Q: What does an actual run look like?

A: Starting from the core guess and keeping all densities, the distances above the converged RHF energy, in $E_h$, are these.

| densities | newest determinant | EDIIS minimum |
|---|---|---|
| 2 | 5.156 | 3.578 |
| 3 | $2.421\times10^{-1}$ | $2.421\times10^{-1}$ |
| 4 | $8.077\times10^{-2}$ | $7.864\times10^{-2}$ |
| 5 | $1.528\times10^{-2}$ | $1.528\times10^{-2}$ |
| 6 | $5.330\times10^{-3}$ | $5.037\times10^{-3}$ |
| 7 | $7.103\times10^{-4}$ | $7.103\times10^{-4}$ |
| 8 | $2.467\times10^{-4}$ | $2.334\times10^{-4}$ |

At each step the program asserts that the slope toward the new density is negative, that the formula matches the direct energy of the mixture, and that this energy falls strictly. The first row is the two-point result: $-70.827563+75.983940=5.156$ and $-72.405519+75.983940=3.578$. The third density, built from the mixed Fock matrix, is $0.242\,E_h$ above convergence, whereas the plain Roothaan $D_3$ is $-73.648633+75.983940=2.335\,E_h$ above. The gain comes from diagonalizing the Fock matrix of a better density, which cost no integral evaluation.

The table shows a pattern I have not derived: with an odd number of densities the minimum coincides with the newest determinant to the printed digits, and with an even number it lies below, by $1.58\,E_h$ at 2 densities and only slightly afterwards. At 4, 6 and 8 densities, interpolation removes only about 3 to 6 per cent of the newest determinant's distance above convergence, for example from $5.330$ to $5.037\times10^{-3}\,E_h$. How much of this is due to the constraint $c\ge0$ is not tested here. The minimum is confined to the convex hull of what is stored, so the method cannot extrapolate, in contrast to DIIS, which allows negative weights and gives up the descent property proved above. The table is one molecule from one guess and supports no general statement about rates.

Q: The same formula is used in Kohn–Sham calculations. You have stressed that it is exact for Hartree–Fock. What exactly is lost, and how large is the loss?

A: The Kohn–Sham energy is $\operatorname{Tr}hD+\tfrac12\operatorname{Tr}J(D)D+E_{xc}(D)+V_{nn}$ and its Fock matrix is the gradient $h+J(D)+V_{xc}(D)$, with $V_{xc,\mu\nu}=\partial E_{xc}/\partial D_{\mu\nu}$. The EDIIS expression is linear in the pair (energy function, gradient), so it can be applied term by term. The terms at most quadratic in $D$, which include any fixed fraction of exact exchange in a global hybrid, are reproduced exactly. The error is

$$\mathcal E=E^{\rm EDIIS}-E(\tilde D)=\sum c_iE_{xc}(D_i)-\tfrac14\sum c_ic_j\operatorname{Tr}\big[(V_i-V_j)(D_i-D_j)\big]-E_{xc}(\tilde D),$$

where $E_{xc}$ now denotes the non-quadratic part and $V_i$ its gradient at $D_i$. Also $\sum c_iF_i\ne F(\tilde D)$ in general.

Expand $E_{xc}$ about $\tilde D$, assuming it smooth there, with $\delta_i=D_i-\tilde D$ and $\sum c_i\delta_i=0$. Terms through second order form a quadratic function and cancel by the identity. Let the cubic term be $\tfrac16\mathcal C(\delta,\delta,\delta)$ with $\mathcal C$ symmetric and trilinear. Its gradient at $\delta_i$, acting on $X$, is $\tfrac12\mathcal C(\delta_i,\delta_i,X)$. With $\mathcal C_{ijk}=\mathcal C(\delta_i,\delta_j,\delta_k)$ the pair trace is $\tfrac12[\mathcal C_{iii}-\mathcal C_{iij}-\mathcal C_{jji}+\mathcal C_{jjj}]$. Summed with $c_ic_j$, the mixed terms vanish because $\sum_jc_j\delta_j=0$, and the other two give $\sum c_i\mathcal C_{iii}$ in total. So, to leading order,

$$\mathcal E=\big(\tfrac16-\tfrac14\big)\sum_ic_i\mathcal C_{iii}=-\tfrac1{12}\sum_ic_i\,\mathcal C(\delta_i,\delta_i,\delta_i).$$

The error is third order in the spread of the densities, while the pair term is second order, so, for a non-zero pair term, the error relative to it vanishes at least linearly in the limit of small spread, and faster where $\sum_ic_i\mathcal C_{iii}$ vanishes, as at the midpoint of two densities.

For two densities one can go further. Let $f$ be $E_{xc}$ along the segment as a function of $u=\lambda-\tfrac12$, so that $\lambda(1-\lambda)=\tfrac14-u^2$. Since $df/du=\operatorname{Tr}V(D_2-D_1)$, the pair trace is $f'(\tfrac12)-f'(-\tfrac12)$, and

$$\mathcal E(u)=(\tfrac12-u)f(-\tfrac12)+(\tfrac12+u)f(\tfrac12)-\tfrac12(\tfrac14-u^2)\big[f'(\tfrac12)-f'(-\tfrac12)\big]-f(u).$$

For $f=u^3$ the end values are $\mp\tfrac18$, whose interpolation is $\tfrac18[(\tfrac12+u)-(\tfrac12-u)]=u/4$, and the derivative $3u^2$ is equal at both ends, so $\mathcal E=u/4-u^3=u(\tfrac14-u^2)$. For $f=u^4$ both end values are $\tfrac1{16}$ and the derivative difference is $4\cdot\tfrac18+4\cdot\tfrac18=1$, so $\mathcal E=\tfrac1{16}-\tfrac18+\tfrac12u^2-u^4=-(\tfrac14-u^2)^2$. With $a=f'''(0)/6$ and $b=f''''(0)/24$,

$$\mathcal E(u)=a\,u\,(\tfrac14-u^2)-b\,(\tfrac14-u^2)^2+\dots$$

The cubic term agrees with the general result: $\delta_1=-\lambda\Delta$, $\delta_2=(1-\lambda)\Delta$ and $\mathcal C(\Delta,\Delta,\Delta)=6a$ give $-\tfrac12a\lambda(1-\lambda)[(1-\lambda)^2-\lambda^2]=-\tfrac12a\lambda(1-\lambda)(1-2\lambda)=a\,u\,\lambda(1-\lambda)$. Odd powers of $u$ in $f$ give odd errors and even powers even errors. The odd part at $\lambda=\tfrac14$, that is $\tfrac12[\mathcal E(-\tfrac14)-\mathcal E(\tfrac14)]$, is $a(-\tfrac14)(\tfrac3{16})=-3a/64$ up to fifth order, and the midpoint error is $-b/16$ up to sixth order.

Q: Those coefficients are abstract. Can you evaluate them for a functional and compare?

A: Slater exchange is simple enough. For a spin-unpolarized number density $\rho$ it is

$$E_x=-C_x\frac{e^2}{4\pi\varepsilon_0}\int\rho^{4/3}d^3r,\qquad C_x=\tfrac34\Big(\frac3\pi\Big)^{1/3}=0.738559 .$$

The density is linear in $D$, so along a segment $\rho=\bar\rho+u\,\Delta\rho=\bar\rho(1+ux)$ with $x=\Delta\rho/\bar\rho$, and the binomial series gives the coefficient of $u^k$ as $-C_x\frac{e^2}{4\pi\varepsilon_0}\binom{4/3}{k}\int\bar\rho^{4/3}x^k$. The needed binomials are $\binom{4/3}{3}=\tfrac43\cdot\tfrac13\cdot(-\tfrac23)/6=-\tfrac4{81}$ and $\binom{4/3}{4}=-\tfrac4{81}\cdot(-\tfrac53)/4=\tfrac5{243}$. Hence

$$a=\frac4{81}C_x\frac{e^2}{4\pi\varepsilon_0}\int\Delta\rho^3\,\bar\rho^{-5/3}d^3r,\qquad b=-\frac5{243}C_x\frac{e^2}{4\pi\varepsilon_0}\int\Delta\rho^4\,\bar\rho^{-8/3}d^3r\le0 .$$

The test uses the midpoint of the water densities $D_1$ and $D_2$ and a segment shortened to one tenth, on a grid of 20618 points. For the full segment $|\rho_2-\rho_1|\le\rho_1+\rho_2=2\bar\rho$, so on the short one $|x|\le0.2$. The integrals give $a=-1.2651\times10^{-4}$ and $b=-3.6456\times10^{-5}\,E_h$. The fifth digit of these numbers, and of the predictions and errors that follow, belongs to this grid: on a grid six times finer it can move by about one unit, while the comparison made on one grid is unchanged. The predictions are $-3a/64=5.9300\times10^{-6}\,E_h$ and $-b/16=2.2785\times10^{-6}\,E_h$. The errors obtained from full Kohn–Sham energies and Fock matrices are $5.9269\times10^{-6}$ and $2.2894\times10^{-6}\,E_h$.

The residuals are of the size the next terms allow. For $f=u^5$ the error is $u/16-u^5$, equal to $-\tfrac1{64}+\tfrac1{1024}=-\tfrac{15}{1024}$ at $u=-\tfrac14$, which is $\tfrac5{16}$ of the cubic factor $-\tfrac3{64}$. The binomial ratio is $(-\tfrac53)(-\tfrac83)/20=\tfrac29$. The fifth-order integrand is thus $0.069\,x^2$ times the cubic one at each point. The cubic integrand changes sign in space, so the program takes as tolerance $0.1\times(0.2)^2\times\tfrac3{64}$ times the integral of the absolute value of the integrand of $a$, which comes to $1.0\times10^{-7}\,E_h$. The observed difference is $3\times10^{-9}\,E_h$, or 0.05 per cent of the prediction. At the midpoint, $f=u^{2m}$ has end values $4^{-m}$ and derivative difference $2\cdot2m\cdot2^{-(2m-1)}=8m\,4^{-m}$, so its error is $4^{-m}-\tfrac18\cdot8m\,4^{-m}=4^{-m}(1-m)$. This is 0 for $m=1$, $-\tfrac1{16}$ for $m=2$ and $-\tfrac1{32}$ for $m=3$. With the binomial ratio $(-\tfrac83)(-\tfrac{11}3)/30=0.326$, the sixth-order term is $0.163\,x^2$ times the quartic one pointwise, at most 0.65 per cent of it. The observed excess is $(2.2894-2.2785)/2.2785=0.48$ per cent, inside the asserted 0.8 per cent.

The sign of that excess is also fixed. For $k\ge2$ each further factor $(\tfrac43-k)$ is negative, so $\binom{4/3}{k}$ has the sign $(-1)^k$, all even coefficients of $f$ are negative, and each multiplies $4^{-m}(1-m)\le0$. Every contribution to the midpoint error is non-negative. The series for $f$ and $f'$ converge absolutely for $|ux|\le1$, because the binomial coefficients of a positive exponent are absolutely summable, and this covers the full segment. So for Slater exchange the formula overestimates the midpoint energy of any two densities, by at least $-b/16$.

The full segment shows how far the leading terms reach. The errors at $\lambda=\tfrac14,\tfrac12,\tfrac34$ are $5.03\times10^{-2}$, $7.14\times10^{-2}$ and $4.30\times10^{-2}\,E_h$ on this grid; finer grids raise them by $2$ to $4\times10^{-5}\,E_h$, enough to change the last digit of the second and third to 7.15 and 4.31. Scaling the short-segment value by $10^4$ gives a quartic midpoint term of $2.28\times10^{-2}\,E_h$, which is the lower bound just derived and about a third of the actual error. Scaling by $10^3$ gives a cubic odd term of $5.9\times10^{-3}\,E_h$, against the actual $\tfrac12(5.03-4.30)\times10^{-2}=3.6\times10^{-3}\,E_h$. For densities this far apart the even terms dominate and "third order" does not describe the error. At the same three points the Hartree–Fock formula is off by at most $7.1\times10^{-14}\,E_h$, which is floating-point rounding on energies near $70\,E_h$.

Q: So with a density functional the descent proof is gone as well?

A: In the form given, yes. It rested on two exact statements: that the minimized quantity is the true energy of $\tilde D$, and that $\tilde F$ is the true gradient there. With a non-quadratic $E_{xc}$ the first fails at third order in the spread. The second fails at second order, since $V(D_i)=V(\tilde D)+{}$(a term linear in $\delta_i$)${}+\tfrac12\mathcal C(\delta_i,\delta_i,\cdot)+\dots$, the linear terms cancel in the weighted sum, and $\sum c_iV_i-V(\tilde D)=\tfrac12\sum c_i\mathcal C(\delta_i,\delta_i,\cdot)+\dots$ remains. The formula is then a quadratic model that is exact at the vertices. Re-evaluating the energy and the exchange-correlation matrix at $\tilde D$ restores both statements at that point: the true slope toward the aufbau density of $F(\tilde D)$ is again non-positive, and where it is negative a line search on the true energy descends.

Q: Last, within Hartree–Fock itself, what could I do in practice that would spoil the exactness?

A: Anything that breaks one of the three facts used: a common $h$ and $V_{nn}$, a common linear map $G$, and $F_i=h+G(D_i)$ for the very $D_i$ stored. Densities from different geometries or basis sets violate the first two. The pairing in the third is easy to get wrong: $F_i$ is the matrix built from $D_i$, not the mixed or extrapolated matrix whose diagonalization produced $D_i$. A level shift added to $F_i$ is an extra term that enters $T_{ij}$ without a counterpart in $E_i$, so the unshifted matrices must be stored. Replacing the integrals by any fixed approximation, such as a density-fitted one, keeps $G$ linear, and the identity then holds exactly for the approximate functional. A screening that decides from the current density which integrals to skip makes $G$ depend on $i$, and the identity then holds only to the accuracy of that screening. At finite electronic temperature the minimized quantity contains the entropy of the occupations, which involves $n\ln n$ and is not quadratic in $D$. The energy part still obeys the identity, and the entropy of $\tilde D$ has to be computed from its own natural occupations.

## Calculated quantities

```
H2O RHF/6-31G: R = 96.0 pm, angle = 104.5 deg, 13 AOs, N = 10
1 Eh = 4.359745e-18 J; Vnn = 9.168193 Eh
E1, E2, E3 = -69.620157, -70.827563, -73.648633 Eh
T12, T13, T23 = 17.112507, -0.059868, 11.889725 Eh
weights c = [0.5 0.3 0.2]
sum c_i E_i = -70.788074 Eh; pair term 1/4 cTc = 1.637136 Eh
EDIIS formula = -72.42521031 Eh = -3.157554e-16 J
definition    = -72.42521031 Eh
weights [0.5 0.3 0.4], sum 1.2: formula - definition = -9.207893 Eh
slope along c1-c2 at c: 4.113616 Eh
slope Tr F1(D2-D1) = -9.763659 Eh; E2-E1 = -1.207406 Eh
lambda* = 0.570557, numerical 0.570557; E(lambda*) = -72.405519 Eh
EDIIS weights = 0.000000, 0.262730, 0.737270
EDIIS minimum = -74.058991 Eh = -3.228783e-16 J; scan (step 0.01) -74.058946 Eh
occupations at c: 2.000 1.865 1.716 1.401 1.384 0.603 0.585 0.280 0.132 0.016 0.016 0.001 0.000
weights [-0.5  1.5  0. ]: occupations from -1.0000 to 3.0000
converged RHF = -75.983940 Eh = -3.312706e-16 J
swap: J = 0.370165, K = 0.012759, T = -0.714811 Eh
rounded determinant after 24 moves: -74.089142 Eh
run, 2 densities: newest E - RHF = 5.156e+00, EDIIS - RHF = 3.578e+00 Eh
run, 3 densities: newest E - RHF = 2.421e-01, EDIIS - RHF = 2.421e-01 Eh
run, 4 densities: newest E - RHF = 8.077e-02, EDIIS - RHF = 7.864e-02 Eh
run, 5 densities: newest E - RHF = 1.528e-02, EDIIS - RHF = 1.528e-02 Eh
run, 6 densities: newest E - RHF = 5.330e-03, EDIIS - RHF = 5.037e-03 Eh
run, 7 densities: newest E - RHF = 7.103e-04, EDIIS - RHF = 7.103e-04 Eh
run, 8 densities: newest E - RHF = 2.467e-04, EDIIS - RHF = 2.334e-04 Eh
Slater exchange, 20618 grid points, Cx = 0.738559 (atomic units), segment scale 0.1
a = -1.2651e-04 Eh, b = -3.6456e-05 Eh
odd error at 1/4 = 5.9269e-06, -3a/64 = 5.9300e-06, tolerance 1.0e-07 Eh
midpoint error = 2.2894e-06, -b/16 = 2.2785e-06 Eh
full segment D1-D2, error at 1/4, 1/2, 3/4 = 5.0305e-02, 7.1433e-02, 4.3043e-02 Eh
same points, largest HF error = 7.1e-14 Eh
```
